# Film sidewall angle left by a vertically eroding tapered mask

## Problem

A film on a flat substrate is partly covered by a mask whose edge is a straight wall, inclined at \(A=80^\circ\) to the horizontal. A plasma sends ions straight down onto both materials. Every exposed point of the mask, on its flat top or on its wall, moves vertically downward at the same speed \(r_m\). Every exposed point of the film moves vertically downward at speed \(r_f=S\,r_m\), where the selectivity is \(S=3\). Film under the mask is not etched.

As the mask erodes, its edge recedes and uncovers fresh film. What angle \(B\) to the horizontal does the film sidewall acquire?

For numbers, take a film of thickness \(d=300\) nm, a mask of initial thickness \(H=500\) nm, and rates \(r_f=300\) nm/min and \(r_m=100\) nm/min. Find also how far the edge moves when the film is etched through, and what a further 20 percent of etch time does if the layer below the film does not etch.

Angles measured from the horizontal are called wall angles, so a vertical wall has an angle of \(90^\circ\). The angle between a wall and the vertical is called its tilt.

## What vertical erosion means on a slope

A wall recedes along its own normal, so a downward speed that is the same on the wall and on the flat top needs a justification. Let \(\Gamma\) be the number of ions crossing unit horizontal area per unit time. On a wall of angle \(A\) these ions are spread over a larger surface, and the flux per unit wall area is \(\Gamma\cos A\). If each ion removes a volume \(\omega\), whatever its angle of incidence, the wall recedes along its normal at speed

\[
v_n=\omega\,\Gamma\cos A .
\]

When a straight wall moves a distance \(v_n\,dt\) along its normal, its height at a fixed horizontal position falls by \(v_n\,dt/\cos A\). The vertical speed is therefore

\[
\frac{v_n}{\cos A}=\omega\,\Gamma=r_m ,
\]

which is the speed of the flat top. The dilution of the flux and the geometry of the slope cancel. The same argument holds for the film with its own removed volume per ion. Two conditions have been used: the ions arrive vertically, and the yield per ion does not depend on the angle of incidence. Both are examined below.

## First estimate by scaling

Let the mask tilt be \(\delta_m=90^\circ-A=10^\circ\). This is a small angle, so a mask layer of height \(h\) has an edge that spans a horizontal distance of about \(h\,\delta_m\), with \(\delta_m\) in radians.

In a time \(T\) the mask loses a height \(r_mT\), and its foot recedes by about \(r_mT\,\delta_m\). In the same time the film at the original edge is etched to a depth \(r_fT=S\,r_mT\). The film wall must fit this small sideways distance into a depth \(S\) times larger than the mask loss. Its tilt is therefore about

\[
\delta_f\approx\frac{r_mT\,\delta_m}{S\,r_mT}=\frac{\delta_m}{S}
=\frac{10^\circ}{3}\approx3.33^\circ .
\]

The estimated wall angle is \(90^\circ-3.33^\circ=86.67^\circ\). The estimate treats the tangent of a small angle as the angle itself, and it does not show that the wall is straight.

## Exact solution of the model

Put \(x=0\) at the initial foot of the mask, with \(x\) increasing under the mask. Measure height from the original film surface. At time \(t\), the mask wall has height

\[
z_m(x,t)=x\tan A-r_mt
\]

wherever this is positive. The first term is the initial wall; the second is the height removed, which is the same at every \(x\). The foot is where the height vanishes:

\[
x_{\rm foot}(t)=\frac{r_mt}{\tan A}=ut,
\qquad u=\frac{r_m}{\tan A}.
\]

Film at a position \(x>0\) is covered until the foot reaches it, at time

\[
t_x=\frac{x}{u}=\frac{x\tan A}{r_m}.
\]

From then until time \(T\) it is etched at the constant speed \(r_f\). Its depth is

\[
D(x,T)=r_f(T-t_x)
=r_fT-\frac{r_f}{r_m}\,x\tan A
=r_fT-S\,x\tan A,
\qquad 0\le x\le uT .
\]

For \(x<0\) the film has been exposed from the start, so its depth is \(r_fT\) and its floor is flat. For \(x>uT\) it is still covered and its depth is zero. Between these regions the depth is linear in \(x\), so the wall is straight. The film surface lies at height \(-D\), and its slope is

\[
\tan B=\frac{d(-D)}{dx}=S\tan A .
\]

The time \(T\) has dropped out: the wall grows deeper and wider in the same proportion. With \(\tan80^\circ=5.6713\),

\[
\tan B=3\times5.6713=17.014,
\qquad B=86.64^\circ .
\]

The film sidewall angle is thus about \(86.6^\circ\), a tilt of \(3.36^\circ\).

For \(S=1\) the film copies the mask angle. For \(S>1\) the film wall is steeper than the mask wall, and for \(S<1\) it is shallower. If \(A\) approaches \(90^\circ\), the foot speed \(u\) tends to zero and the film wall becomes vertical at any fixed positive \(S\). The film at \(x>uT\) stays covered only while some mask remains, which in this model means \(r_mT<H\). If the etch continues after the mask is used up, that film becomes thinner too, but any wall still present keeps its angle, because all exposed film drops at the same speed.

## Comparison of the estimate with the solution

The estimate gave a tilt of \(3.33^\circ\) and the solution gives \(3.36^\circ\). To see where the difference comes from, write the solution in terms of tilts. Since \(\tan A=1/\tan\delta_m\) and \(\tan B=1/\tan\delta_f\),

\[
\tan\delta_f=\frac{\tan\delta_m}{S}.
\]

For small angles in radians, \(\tan\delta_m\approx\delta_m+\delta_m^3/3\) and \(\arctan y\approx y-y^3/3\). Keeping terms up to the third power,

\[
\delta_f\approx
\frac{1}{S}\left(\delta_m+\frac{\delta_m^3}{3}\right)
-\frac{\delta_m^3}{3S^3}
=\frac{\delta_m}{S}
+\frac{\delta_m^3}{3S}\left(1-\frac1{S^2}\right).
\]

The first term is the scaling estimate. The correction is positive for \(S>1\), so at this order the estimate makes the wall slightly too steep. For \(\delta_m=10^\circ\) and \(S=3\) the correction is about \(0.03^\circ\), which accounts for the difference found. Because it grows as the cube of the mask tilt, the tangent form should be used for strongly sloping masks.

## The edge during the etch

The foot of the mask recedes at

\[
u=\frac{100\ \text{nm/min}}{5.6713}=17.63\ \text{nm/min}.
\]

The film is etched through at the original edge after \(d/r_f=300/300=1.00\) min. By then the mask has lost 100 nm of height and its foot has moved 17.63 nm. The film wall joins the point \(x=0\) at the bottom to \(x=17.63\) nm at the top.

One intermediate point shows how the wall is formed. The film at \(x=10\) nm is uncovered at

\[
t_x=\frac{10\times5.6713}{100}\ \text{min}=0.567\ \text{min}.
\]

It is then etched for the remaining 0.433 min, to a depth of 129.9 nm. Points farther under the mask are uncovered later and are shallower.

Now continue to \(T=1.20\) min, with an unetched layer beneath the film. The top of the wall is at the mask foot,

\[
x_{\rm top}=uT=17.63\times1.20\ \text{nm}=21.16\ \text{nm}.
\]

The bottom is where the depth has just reached \(d\). Setting \(r_f(T-x/u)=d\) gives

\[
x_{\rm bottom}=u\left(T-\frac d{r_f}\right)
=17.63\times0.20\ \text{nm}=3.53\ \text{nm}.
\]

The horizontal width of the wall, \(x_{\rm top}-x_{\rm bottom}=ud/r_f\), is still 17.63 nm, and so the angle is unchanged. In this model, overetching moves the wall sideways without making it steeper. A masked line with two such edges would be narrower than its original mask foot by twice these shifts: about 42 nm at the top of the film and 7 nm at the bottom. If the mask base is wider than \(2H/\tan A=176\) nm, so that it has a flat top, the mask still has 380 nm of its height and the film beneath it is still protected.

## When the yield depends on angle

Real sputtering and ion-assisted etching have yields that vary with the angle of incidence. Suppose that the mask wall moves downward at \(g_mr_m\) and the film wall at \(g_fr_f\), while flat surfaces keep the speeds \(r_m\) and \(r_f\). With vertical ions, the flux argument above shows that each factor is the yield on the wall divided by the yield on a flat surface.

The mask foot now recedes at \(g_mr_m/\tan A\). A straight film wall that drops at \(g_fr_f\) occupies the same positions as one moving sideways at \(g_fr_f/\tan B\). If such a wall persists and stays attached to the mask foot, the two sideways speeds must agree:

\[
\frac{g_fr_f}{\tan B}=\frac{g_mr_m}{\tan A}
\quad\Longrightarrow\quad
\tan B=S\,\frac{g_f}{g_m}\tan A .
\]

Each factor must be taken at the angle of its own wall, so \(g_f\) in general depends on the unknown \(B\). Here the factors are simply assumed, to size the effect:

- With \(g_m=2\) and \(g_f=1\), the mask edge recedes twice as fast, \(\tan B\) is halved, and \(B=83.30^\circ\).
- With \(g_m=1\) and \(g_f=0.5\), the film wall etches half as fast as the floor. Again \(\tan B\) is halved and \(B=83.30^\circ\).
- With both changes together, \(\tan B\) is divided by four and \(B=76.77^\circ\).

These angles describe the straight part of the wall attached to the mask foot. If the film yield varies smoothly with slope, the bottom of the wall can be curved and have a different angle. With \(g_f<1\) and \(g_m=1\) the bottom of the wall also moves outward into the open area: for \(g_f=0.5\) a straight wall 300 nm deep is 35.3 nm wide, so at 1.00 min its bottom lies at least 17.6 nm outside the original mask foot, and the bottom shifts found above no longer apply. Changes in the opposite direction would steepen the wall. The simple result therefore requires \(g_f=g_m\), which holds in particular when slopes and flats drop at equal speeds in each material.

## Sideways erosion of the mask

A small chemical attack on the mask wall can also matter. Let the wall move sideways at \(l_m=5.0\) nm/min, which is 5 percent of the vertical mask rate, with the film still etched vertically. The sideways speeds add:

\[
u'=\frac{r_m}{\tan A}+l_m=(17.63+5.0)\ \text{nm/min}=22.63\ \text{nm/min}.
\]

The film wall then has \(\tan B=r_f/u'=300/22.63\), so \(B=85.69^\circ\). The change is almost one degree, although the lateral rate is small compared with \(r_m\). The reason is that \(l_m\) competes with the foot speed \(u\), which is itself small for a steep mask.

## A facet on the mask corner

If the yield peaks at an intermediate angle, the top corner of the mask can develop a facet. The wall result then holds until the altered part of the mask edge reaches the foot. As an example, take a facet of angle \(F=55^\circ\) that drops at \(g r_m\) with \(g=2\), while the \(80^\circ\) wall still drops at \(r_m\).

The initial corner is at \(x=H/\tan A\) and height \(H\). The facet is the line

\[
z_F(x,t)=H+\tan F\left(x-\frac H{\tan A}\right)-g r_mt .
\]

It reaches the foot when \(z_F=0\) at \(x=r_mt/\tan A\). Substituting and collecting the terms in \(H\) and in \(t\) gives

\[
H\left(1-\frac{\tan F}{\tan A}\right)
=r_mt\left(g-\frac{\tan F}{\tan A}\right),
\]

\[
t=\frac{H}{r_m}\,
\frac{\tan A-\tan F}{g\tan A-\tan F}
=2.14\ \text{min}.
\]

This is later than the total etch time of 1.20 min, so this single facet does not alter the film wall in the example. With a smooth yield curve, slopes between the facet and the wall also drop faster than the wall and can reach the foot earlier; how much earlier depends on how sharply the yield falls just below \(80^\circ\). Applying the same formula to every slope \(\theta\) of the curve \(g=2-[(\theta-55^\circ)/25^\circ]^n\) and taking the earliest time gives 2.10 min for \(n=2\), 1.83 min for \(n=4\) and 1.21 min for \(n=8\). For a real mask the time must be found from the whole yield curve, and 2.14 min is not a safe lower limit. A thinner mask would bring the time forward in proportion to \(H\).

## Spread of ion directions

Ions also have some transverse motion. For a transverse temperature \(T_i\) and a collisionless sheath of voltage \(V\), the rms transverse velocity along one axis is \(\sqrt{k_BT_i/M}\), where \(M\) is the ion mass, and the vertical velocity is about \(\sqrt{2eV/M}\). Their ratio is the small angular spread

\[
\sigma=\sqrt{\frac{k_BT_i}{2eV}} .
\]

For \(k_BT_i=0.1\) eV and \(V=200\) V this is \(0.91^\circ\), well below the film tilt of \(3.36^\circ\).

An ion with ratio \(q\) of transverse to vertical velocity, positive toward the wall, contributes to the wall flux in proportion to \(1+q\tan B\). The mean of \(q\) is zero, so the average would be unchanged if every ion counted. Ions with \(q<-1/\tan B\) are inclined away from the wall by more than its tilt and cannot hit it, so their negative contributions must be removed. For a Gaussian spread, this raises the flux on the wall by a fraction \(6.5\times10^{-6}\), which is negligible here. This is a Gaussian-tail value and grows quickly with the spread: it is about 1 percent for \(\sigma=2^\circ\) and 14 percent for \(\sigma=4^\circ\). The estimate applies to an isolated edge with constant yield; it does not include shadowing by an opposite wall or ions scattered in the sheath. A collisionless sheath requires low pressure and high plasma density; at tens of millitorr in a low-density discharge the sheath is typically one to several ion mean free paths thick and the spread is larger.

## Relation to a real etch

The chosen rates, thicknesses and selectivity are round values in the rough regime of reactive ion etching of a dielectric film under a polymer resist. One assumption open to doubt there is the constant yield on steep walls. The illustrative factors above move the angle from \(86.6^\circ\) to \(83.3^\circ\), or to \(76.8^\circ\) when combined. Sputter-type yields fall toward zero at grazing incidence. As an illustration, take \(g=\xi^2e^{-\Sigma(\xi-1)}\) with \(\xi=1/\cos\theta\) and \(\Sigma=2\cos70^\circ\), which peaks at \(70^\circ\), for both materials. Then \(g\approx0.005\) at \(86.6^\circ\), and the balance above gives \(B=82.6^\circ\) for \(S=3\), rising only from \(81.9^\circ\) to \(84.2^\circ\) as \(S\) goes from 2 to 10. Where the yield behaves in this way, the tilt does not scale as \(1/S\). Fluorocarbon plasmas can also deposit polymer on sidewalls, and ions that glance off a steep wall can increase the etching at its base. Neither effect is included here. The value \(86.6^\circ\) is therefore the geometric consequence of purely vertical erosion, and a measured wall that differs from it by several degrees need not imply a wrong selectivity. The numerical output below lists the values used, including a column-by-column simulation of the main etch that also gives \(86.64^\circ\).

## Values computed for the example and the checks

```
Mask wall angle: 80.0 deg
Film-to-mask selectivity: 3.0
Mask rate: 100 nm/min
Film rate: 300 nm/min
Film thickness: 300 nm
Initial mask thickness: 500 nm
Tangent of mask angle: 5.6713
Tangent of film angle: 17.0138
Film wall angle, formula: 86.64 deg
Film wall angle, column simulation: 86.64 deg
Mask tilt from vertical: 10.00 deg
Film tilt from vertical: 3.36 deg
Mask foot speed: 17.63 nm/min
Main etch time: 1.00 min
Mask height lost in main etch: 100.0 nm
Foot shift and wall width after main etch: 17.63 nm
Sample position under mask: 10.0 nm
Sample uncovered at: 0.567 min
Sample depth after main etch: 129.9 nm
Overetch: 20 percent
Total etch time: 1.20 min
Top edge shift after overetch: 21.16 nm
Bottom edge shift after overetch: 3.53 nm
Mask left after overetch: 380 nm
Assumed mask wall yield factor: 2.0
Film angle with that mask factor: 83.30 deg
Assumed film wall yield factor: 0.5
Film angle with that film factor: 83.30 deg
Film angle with both factors: 76.77 deg
Assumed lateral mask rate: 5.0 nm/min
Mask wall factor from lateral rate: 1.2836
Film angle with lateral mask rate: 85.69 deg
Assumed facet angle: 55 deg
Assumed facet yield factor: 2.0
Facet reaches mask foot at: 2.14 min
Ion transverse temperature: 0.1 eV
Sheath voltage: 200 V
Ion angular spread (rms, one axis): 0.91 deg
Fractional flux excess on film wall: 6.5e-06
```
